# When an Acid–Base Neutralization Front Stays Stationary, part 1

(Sections cited here and not found follow in the second part.)

## 1. The balanced front

During the post-exposure bake of a chemically amplified resist, acid left by the exposure diffuses toward the unexposed region while base, the quencher, diffuses toward the acid. Where they meet they neutralize each other, and that meeting plane limits how far the acid can act. Suppose one tries to hold the plane still by making the two concentrations equal. With the diffusivities used below, the plane then moves 3.4 nm into the acid during a bake of 60 s. If one instead equalizes the products of concentration and diffusivity, it moves 3.0 nm into the base. Both choices misjudge how fast a diffusing reservoir can deliver molecules to a boundary. The quantity to be equalized is concentration times the square root of diffusivity.

**The model.** Let $a(x,t)$ and $b(x,t)$ be the number densities of acid and base, with constant diffusivities $D_a$ and $D_b$. The medium is unbounded and everything depends on one coordinate $x$. At $t=0$,

$$a=a_0,\; b=0\ (x<0);\qquad a=0,\; b=b_0\ (x>0), \tag{1}$$

with $a_0$, $b_0$, $D_a$, $D_b$ all positive. One acid molecule removes one base molecule, the product is inert, and there is no other loss. If $R(x,t)\ge 0$ is the number of such events per volume and time, then

$$a_t=D_a a_{xx}-R,\qquad b_t=D_b b_{xx}-R, \tag{2}$$

where subscripts $x$ and $t$ denote derivatives. The reaction is taken to be instantaneous, so acid and base never coexist at a point:

$$ab=0. \tag{3}$$

The rate $R$ is then not prescribed. It takes whatever value maintains (3). The plane $x_f(t)$ that separates acid on its left from base on its right is the neutralization front.

**Removing the reaction.** Because the same $R$ appears in both equations (2), their difference does not contain it. Define the net concentration $m=a-b$. By (3), a positive $m$ is all acid and a negative $m$ is all base: $a=m,\ b=0$ where $m>0$, and $a=0,\ b=-m$ where $m<0$. Hence $D_a a-D_b b$ is a function of $m$ alone, and

$$m_t=\varphi_{xx},\qquad \varphi(m)=\begin{cases}D_a m,& m>0\\ D_b m,& m<0.\end{cases} \tag{4}$$

This is a nonlinear diffusion equation whose diffusivity switches with the sign of $m$. It holds across the front as a statement of conservation: the change of $\int m\,dx$ in any interval equals the difference of $\varphi_x$ between its ends. The front is the place where $m$ changes sign.

**The flux balance at the front.** For $t>0$ diffusion makes each concentration continuous, since a jump would mean an infinite flux. Acid vanishes to the right of the front and base to the left, so both vanish at the front itself:

$$a(x_f,t)=b(x_f,t)=0. \tag{5}$$

Apply conservation to the interval from $x_f-\epsilon$ to $x_f+\epsilon$, with the ends held fixed for an instant while the front moves inside. The content of the interval changes through $m_t$ on each side and through the front's motion, which contributes $\dot x_f\,[m(x_f^-)-m(x_f^+)]$. The second contribution is zero by (5), and the first vanishes as $\epsilon\to0$. Therefore $\varphi_x$ has the same value on both sides. On the left $\varphi_x=D_a a_x$, and on the right $\varphi_x=-D_b b_x$, so

$$-D_a a_x\big|_{x_f^-}=D_b b_x\big|_{x_f^+}\equiv J. \tag{6}$$

The left side is the acid flux in the $+x$ direction and the right side is the base flux in the $-x$ direction. Both are positive, and $J$ is the number of neutralizations per area and time. The front's velocity does not appear in (6), because there is no material at the front for it to sweep up.

**The supply to a fixed front.** Suppose that the front stays at $x=0$. The acid then occupies a half-space with an absorbing wall. Let $s=-x>0$ be the distance from the wall and try

$$a=a_0 f(\eta),\qquad \eta=\frac{s}{\sqrt{4D_a t}}. \tag{7}$$

Since $\eta_t=-\eta/(2t)$ and $\eta_s=1/\sqrt{4D_a t}$, the diffusion equation $a_t=D_a a_{ss}$ becomes

$$-\frac{\eta}{2t}f'=\frac{1}{4t}f''\quad\Longrightarrow\quad f''=-2\eta f'. \tag{8}$$

Thus $f'=Ce^{-\eta^2}$. The wall requires $f(0)=0$, and both the initial state and the distant acid require $f(\infty)=1$. Because $\int_0^\infty e^{-\eta^2}d\eta=\sqrt\pi/2$, the constant is $C=2/\sqrt\pi$ and $f=\operatorname{erf}\eta$. No other solution approaches $a_0$ far away: the difference $d$ of two solutions vanishes initially and at the wall, and $\frac{d}{dt}\int\frac12 d^2ds=-D_a\int d_s^2\,ds\le0$ keeps it zero.

The flux into the wall is

$$D_a a_s\big|_{s=0}=D_a a_0\,\frac{2}{\sqrt\pi}\,\frac{1}{\sqrt{4D_a t}}=a_0\sqrt{\frac{D_a}{\pi t}}. \tag{9}$$

The same calculation for the base gives $b_0\sqrt{D_b/(\pi t)}$. The square root comes from two competing effects. A larger diffusivity carries more molecules down a given gradient, which is a factor $D$. It also lets the depleted layer grow deeper, to a depth of order $\sqrt{Dt}$, which weakens the gradient by a factor $1/\sqrt D$.

**The condition is necessary.** If the front is fixed from the start, the two fluxes must be equal by (6). The common factor $1/\sqrt{\pi t}$ cancels, leaving

$$a_0\sqrt{D_a}=b_0\sqrt{D_b}. \tag{10}$$

The time has dropped out, so a balance that holds at one moment holds at every later one.

**The condition is sufficient.** Let (10) hold, and join the two half-space solutions:

$$a=a_0\operatorname{erf}\frac{-x}{\sqrt{4D_a t}}\ (x<0),\qquad b=b_0\operatorname{erf}\frac{x}{\sqrt{4D_b t}}\ (x>0). \tag{11}$$

These satisfy the initial state, the diffusion equations, (5) and (6), so they solve (4) with a front at rest. It remains to exclude a second solution with the same initial state and a moving front.

Let $m_1$ and $m_2$ be two solutions that approach the same constants at large $|x|$ fast enough for the integrals below to exist. Write $\tilde m=m_1-m_2$ and $\tilde\varphi=\varphi(m_1)-\varphi(m_2)$, so that $\tilde m_t=\tilde\varphi_{xx}$. For a fixed final time $T$ define

$$\psi(x,t)=\int_t^T\tilde\varphi(x,t')\,dt',\qquad \psi_t=-\tilde\varphi,\qquad \psi(x,T)=0. \tag{12}$$

Multiply $\tilde m_t=\tilde\varphi_{xx}$ by $\psi$ and integrate over all $x$ and over $0<t<T$. On the left, integrate by parts in time. The end terms vanish because $\psi=0$ at $T$ and $\tilde m=0$ at $0$:

$$\iint\tilde m_t\psi\,dx\,dt=-\iint\tilde m\,\psi_t\,dx\,dt=\iint\tilde m\tilde\varphi\,dx\,dt. \tag{13}$$

On the right, integrate by parts in space. This is allowed across the fronts because each $\varphi_x$ is continuous there. Then use $\tilde\varphi_x=-\psi_{xt}$:

$$\iint\tilde\varphi_{xx}\psi\,dx\,dt=-\iint\tilde\varphi_x\psi_x\,dx\,dt=\iint\psi_{xt}\psi_x\,dx\,dt=-\frac12\int\psi_x(x,0)^2dx. \tag{14}$$

The last step uses $\psi_x(x,T)=0$. The initial step makes the flux grow as $t^{-1/2}$ at early times, which is integrable, so $\psi_x(x,0)$ is finite. Equating (13) and (14) gives

$$\iint\tilde m\tilde\varphi\,dx\,dt+\frac12\int\psi_x(x,0)^2dx=0. \tag{15}$$

The function $\varphi(m)$ increases strictly, so $\tilde m$ and $\tilde\varphi$ have the same sign and their product is not negative. Both terms in (15) must vanish, hence $m_1=m_2$. Under the stated assumptions the front is therefore stationary if and only if (10) holds.

In the balanced state acid is found only at $x<0$ and base only at $x>0$. The value of $D_a$ that enters (10) is thus the acid's diffusivity in the exposed material, and $D_b$ is the base's diffusivity in the unexposed material. This holds for the balance itself. Once the front moves, the advancing species crosses the other material, and the displacement depends on its diffusivity there. The formulas for a moving front below assume that each species has one diffusivity on both sides.

**A balanced resist edge.** Take a net acid density $a_0=0.10\ \mathrm{nm^{-3}}$ with $D_a=0.25\ \mathrm{nm^2/s}$, and base at $b_0=0.05\ \mathrm{nm^{-3}}$ with $D_b=1.0\ \mathrm{nm^2/s}$. Then

$$a_0\sqrt{D_a}=0.10\times0.50=0.050,\qquad b_0\sqrt{D_b}=0.05\times1.0=0.050, \tag{16}$$

both in $\mathrm{nm^{-2}\,s^{-1/2}}$. The acid is twice as concentrated and diffuses four times more slowly. Equation (4) was solved numerically for this case on cells of 0.1 nm, with 60 nm on each side and no condition imposed at the front. The front was at 0.000 nm after 3, 15 and 60 s.

A stationary front is not an inactive one. The amount neutralized per area follows by integrating (9):

$$N(t)=\int_0^t a_0\sqrt{\frac{D_a}{\pi t'}}\,dt'=2a_0\sqrt{\frac{D_a t}{\pi}}. \tag{17}$$

At 60 s this is $0.20\sqrt{15/\pi}=0.437\ \mathrm{nm^{-2}}$, and the numerical solution gives the same value. The flux has by then fallen to $0.0036\ \mathrm{nm^{-2}\,s^{-1}}$.

**Layers of finite depth.** Let closed walls stand at $x=-L_a$ and $x=L_b$. For a fixed front, measure distance on the acid side by $y=s/\sqrt{D_a}$ and write $a=a_0G(y,t)$. Then $G_t=G_{yy}$, with $G=1$ initially, $G=0$ at $y=0$ and $G_y=0$ at $y=\ell_a=L_a/\sqrt{D_a}$. The flux to the front is

$$D_a a_s\big|_{s=0}=a_0\sqrt{D_a}\;g(t,\ell_a),\qquad g=G_y\big|_{y=0}. \tag{18}$$

The base gives $b_0\sqrt{D_b}\,g(t,\ell_b)$ with $\ell_b=L_b/\sqrt{D_b}$ and the same function $g$. At early times neither wall is felt and $g\to1/\sqrt{\pi t}$, so (10) is still required. The fluxes must then also agree at all later times, $g(t,\ell_a)=g(t,\ell_b)$. Everything in a layer is eventually absorbed, so $\int_0^\infty g(t,\ell)\,dt=\ell$, and agreement at all times requires

$$\frac{L_a}{\sqrt{D_a}}=\frac{L_b}{\sqrt{D_b}}. \tag{19}$$

Conversely, (10) and (19) together make the two fluxes identical. Multiplying them gives $a_0L_a=b_0L_b$, so the total amounts of acid and base are then equal.

For the example, 8 nm of acid and 16 nm of base satisfy (19), since $8/0.5=16/1.0$. The numerical front is still at 0.000 nm after 240 s. With 8 nm on each side, (10) holds but (19) fails. The base amounts to $0.05\times8=0.40\ \mathrm{nm^{-2}}$, less than the 0.437 that a deep reservoir would have supplied in 60 s. The front has moved into the base by 0.28 nm at 30 s, 0.68 nm at 40 s and 2.0 nm at 60 s, when 4.6% of the base remains.

**A blurred initial edge.** Let the initial step be smoothed by a Gaussian of standard deviation $\sigma$:

$$m(x,0)=(a_0+b_0)\,\tfrac12\operatorname{erfc}\!\frac{x}{\sigma\sqrt2}-b_0. \tag{20}$$

This vanishes where $\frac12\operatorname{erfc}=b_0/(a_0+b_0)=1/3$, which lies on the base side of $x=0$. For $\sigma=4$ nm the front starts at 1.7 nm. The net concentration has the same slope on both sides of this point, so the faster base initially supplies the larger flux and the front retreats toward the acid. It is at 0.75 nm after 6 s, 0.18 nm after 60 s and 0.01 nm after 960 s.

Conservation singles out $x=0$ as the end of this motion. By (4), the integral of $m$ minus the initial step is constant, because $\varphi_x$ vanishes far away. The integral is zero at the start, since the blur is symmetric. A balanced profile displaced by $\delta$ would give $(a_0+b_0)\delta$ instead. If the blurred profile approaches a balanced one so closely that the integral of their difference tends to zero, that profile must have $\delta=0$. The computed front positions agree with this.

## 2. Unequal supplies and the real bake

The symbols carry over from the first half. Acid of density $a$, initially $a_0$ at $x<0$, has diffusivity $D_a$; base of density $b$, initially $b_0$ at $x>0$, has diffusivity $D_b$. They annihilate instantly and one-to-one. Both densities vanish at the front $x_f$, where the opposing fluxes are equal, $-D_a a_x=D_b b_x=J$, by (6). The solution is unique, and in a deep medium the front is stationary if and only if $a_0\sqrt{D_a}=b_0\sqrt{D_b}$. The example has $a_0=0.10$ and $b_0=0.05\ \mathrm{nm^{-3}}$, $D_a=0.25$ and $D_b=1.0\ \mathrm{nm^2/s}$, and a bake of 60 s.

**A front that moves.** The initial state (1) contains no length. Stretching $x$ by a factor $\lambda$ and $t$ by $\lambda^2$ leaves both the initial state and equation (4) unchanged. Since the solution is unique, it must depend on $x/\sqrt t$ alone, and the front must follow

$$x_f=2\alpha\sqrt t, \tag{21}$$

with a constant $\alpha$ that is positive when the front enters the base. By the calculation in (8), the general solution of the diffusion equation that depends on $x/\sqrt t$ is a constant plus a multiple of an error function. For the acid write

$$a=C_1+C_2\operatorname{erfc}\frac{-x}{\sqrt{4D_a t}}. \tag{22}$$

As $x\to-\infty$ the erfc tends to zero, so $C_1=a_0$. At the front its argument is $-2\alpha\sqrt t/\sqrt{4D_a t}=-\alpha/\sqrt{D_a}$, and $a=0$ there fixes $C_2$. The base is treated in the same way, with $x$ in place of $-x$. The results are

$$a=a_0\left[1-\frac{\operatorname{erfc}(-x/\sqrt{4D_a t})}{\operatorname{erfc}(-\alpha/\sqrt{D_a})}\right]\quad(x<x_f), \tag{23}$$

$$b=b_0\left[1-\frac{\operatorname{erfc}(x/\sqrt{4D_b t})}{\operatorname{erfc}(\alpha/\sqrt{D_b})}\right]\quad(x>x_f). \tag{24}$$

To find the fluxes, use $d\operatorname{erfc}(z)/dz=-(2/\sqrt\pi)e^{-z^2}$. In (23) there are three minus signs: one in front of the fraction, one from this derivative and one from $dz/dx=-1/\sqrt{4D_a t}$. The slope is therefore negative:

$$a_x\big|_{x_f}=-\frac{a_0}{\sqrt{\pi D_a t}}\;\frac{e^{-\alpha^2/D_a}}{\operatorname{erfc}(-\alpha/\sqrt{D_a})}. \tag{25}$$

In (24) there are two minus signs, so $b_x$ is positive. Introduce the scaled function $\operatorname{erfcx}(z)=e^{z^2}\operatorname{erfc}(z)$, for which $e^{-z^2}/\operatorname{erfc}(z)=1/\operatorname{erfcx}(z)$. The flux balance (6), multiplied by $\sqrt{\pi t}$, becomes

$$\frac{a_0\sqrt{D_a}}{\operatorname{erfcx}(-\alpha/\sqrt{D_a})}=\frac{b_0\sqrt{D_b}}{\operatorname{erfcx}(\alpha/\sqrt{D_b})}. \tag{26}$$

In a deep medium with a sharp initial step, the front stays still exactly when $a_0\sqrt{D_a}=b_0\sqrt{D_b}$; otherwise it moves as $2\alpha\sqrt t$, with $\alpha$ determined by (26). It remains to show that (26) has a single root, to find how far unequal supplies move the front, and to see how a finite reaction rate and the conditions of a real bake change the result.
